# Why resist charging stops at the second yield crossover, not the first

**Q.** I scan a thick resist film on a grounded wafer with a 1200 eV electron beam. The resist is an insulator. What decides how far its surface potential will drift?

**A.** Charge balance decides it. Let $D$ be the dose, the magnitude of incident charge per area. Let $\sigma$ be the total yield, the mean number of electrons leaving per electron landing. During $dD$ the film receives charge $-dD$ from arrivals and $+\sigma\,dD$ from departures. Without leakage, its net charge per area changes by

$$dQ=(\sigma-1)\,dD .$$

If the scan is much wider than the film is thick, and the charge sits close to the surface, the film is a planar capacitor with $V=Q/C$ and $C=\varepsilon_r\varepsilon_0/d$. Here $V$ is the surface potential relative to the wafer, and the surroundings above are also grounded.

An electron of beam energy $E_b$ has potential energy $-eV$ at the surface, so it lands with $E=E_b+eV$. With energies in eV and potentials in volts this reads $E=E_b+V$, contact potentials being neglected. Since $E_b$ is fixed, $dE=dV$, and

$$\frac{dE}{dD}=\frac{\sigma(E)-1}{C}. \tag{1}$$

The drift can stop where $\sigma=1$. Equation (1) assumes that the yield depends on landing energy alone.

**Q.** Why should the yield pass through one at two energies?

**A.** Because both slow and fast electrons are poor at producing secondaries that escape. Write $\sigma=\eta+\delta$, with a constant backscattered part $\eta$ and a secondary part $\delta$. Suppose an electron spreads its energy uniformly over a range $R\propto E^n$, with $n>1$, and a secondary made at depth $x$ escapes with probability proportional to $e^{-x/\lambda}$. Then, with $z=R/\lambda$,

$$\delta\propto\frac{E}{R}\int_0^R e^{-x/\lambda}dx
=\frac{E\lambda}{R}\left(1-e^{-R/\lambda}\right)
=E\,\frac{1-e^{-z}}{z}.$$

Take the logarithm and differentiate, using $d\ln z/d\ln E=n$:

$$\frac{d\ln\delta}{d\ln E}=1-n+\frac{nze^{-z}}{1-e^{-z}}
=1-n+\frac{nz}{e^z-1}. \tag{2}$$

The series $(e^z-1)/z=1+z/2+z^2/6+\dots$ increases with $z$, so its inverse falls steadily from 1 to 0. The right side of (2) therefore falls from $1$ to $1-n<0$ and vanishes once: $\delta$ has a single maximum. It tends to zero at both ends, as $E$ at low energy and as $E^{1-n}$ at high energy. If its maximum exceeds $1-\eta$, and $\eta<1$, there are exactly two crossovers in this model, $E_1<E_2$.

For the example I take $n=1.67$, $\lambda=3.0$ nm, $\eta=0.10$ and a peak $\delta=1.80$ at 250 eV. The peak exceeds $1-\eta=0.90$, and the crossovers are $E_1=67.9$ eV and $E_2=979.8$ eV.

**Q.** So where does my 1200 eV scan end up?

**A.** It starts on an uncharged surface, with $E=E_b>E_2$. There $\sigma<1$, so (1) makes both $V$ and $E$ fall. As $E$ falls the yield rises towards one, and the drift slows.

To see that $E$ does not overshoot, put $u=E-E_2$ and expand the yield: $\sigma(E)-1\simeq\sigma'(E_2)u$. Equation (1) becomes

$$\frac{du}{dD}=\frac{\sigma'(E_2)}{C}u,
\qquad u\propto e^{-D/D_2},\qquad
D_2=\frac{C}{|\sigma'(E_2)|}, \tag{3}$$

because $\sigma'(E_2)<0$. The deviation shrinks without changing sign. The final potential is

$$V_f=E_2-E_b=979.8-1200=-220.2\ \text{V}.$$

A negative surface pushes secondaries away, so it does not recapture them and the yield in (1) needs no correction for that.

With $\varepsilon_r=3.0$ and $d=1000$ nm, $C=2.656$ nF/cm², or $0.002656$ µF/cm². The yield at 1200 eV is 0.8857, so the initial rate is

$$\frac{0.8857-1}{0.002656}=-43.0\ \text{V per µC/cm}^2 .$$

At $E_2$ the slope is $-0.000615$ per eV, hence $D_2=0.002656/0.000615=4.32$ µC/cm².

**Q.** Can I use that exponential for the whole drift?

**A.** As an estimate. The full result follows by separating variables in (1):

$$D(E)=C\int_E^{E_b}\frac{dE'}{1-\sigma(E')} .$$

It gives 3.39 µC/cm² to reach half of $V_f$, and 14.1 µC/cm² to come within 10 eV of $E_2$. The exponential would give $4.32\ln(220.2/10)=13.4$ µC/cm² for the latter. The true dose is larger because the yield curve is convex here, so it departs from one more slowly than its tangent at $E_2$. At the start the deficit per volt of deviation is $0.1143/220.2=0.000519$, below the tangent's 0.000615.

A current of 100 pA over a square of side 100 µm is 1.00 µA/cm², so 14.1 µC/cm² takes 14.1 s. This treats the dose as spread evenly, which requires many fast frames, each depositing far less than $D_2$; a single slow pass charges the film point by point and is not described by (1). As a check on the solution of (1), a simulation with the same yield curve and capacitance also counted electrons in packets with random emission. That count gave the same half-way dose and final potential to the digits quoted here.

**Q.** The yield is also one at $E_1$. Why is that not another resting point?

**A.** It is a balance, but one that magnifies any error. With $u=E-E_1$, the same expansion gives

$$\frac{du}{dD}=\frac{\sigma'(E_1)}{C}u,\qquad
u\propto e^{+D/D_1},\qquad D_1=\frac{C}{\sigma'(E_1)}, \tag{4}$$

now with $\sigma'(E_1)>0$. The slopes come from (2), multiplied by $\delta/E$. At $E_2$ the range is 47.4 nm, so $z=47.4/3.0=15.8$ and the last term of (2) is negligible:

$$\sigma'(E_2)\simeq\frac{0.90}{979.8}(1-1.67)=-0.000615\ \text{per eV}.$$

At $E_1$, $z=1.614\,(67.9/250)^{1.67}=0.18$, where 1.614 is the value of $z$ at the yield peak. The last term of (2) is then about 1.52, and

$$\sigma'(E_1)\simeq\frac{0.90}{67.9}(-0.67+1.52)=0.0113\ \text{per eV}.$$

The signs have a direct meaning. Near $E_2$, most secondaries are made too deep to escape. If the surface becomes slightly too negative, electrons land more slowly and stop at shallower depth, more secondaries escape, and the extra negative charge is removed. Near $E_1$, nearly all secondaries are already made within escape depth. Slower electrons then simply make fewer of them, so a surface that is too negative becomes more so. The growth dose is $D_1=0.002656/0.0113=0.235$ µC/cm².

**Q.** But my scan stops at $E_2$ and never gets down to $E_1$. How could I see the instability?

**A.** Scan again with a slower beam, before the charge has leaked away. The first scan left $-220.2$ V, so a beam of $67.9+220.2=288.1$ eV would land at $E_1$. Take two beams, 5 eV either side of this value, on the same initial surface.

The 283.1 eV beam lands at 62.9 eV, where $\sigma=0.9426$. The surface becomes more negative, the electrons land more slowly, and the yield falls further. After about 0.6 µC/cm² the potential reaches $-283$ V and the beam is turned back before it lands.

The 293.1 eV beam lands at 72.9 eV, where $\sigma=1.0556$. The surface loses electrons, the landing energy climbs, and $V$ passes zero after 1.18 µC/cm². A difference of 10 eV in beam energy has decided between opposite outcomes.

Both results are for the middle of a wide scan, with the dose counted where electrons land. A small charged square deflects a slow beam outward, so electrons aimed near its edge can miss it.

**Q.** Does the second surface then keep going until the electrons land at $E_2$?

**A.** No. That would need $V=979.8-293.1=+687$ V, and a positive surface pulls its slow secondaries back. Let a secondary leave the solid with energy $\varepsilon$ at angle $\theta$ to the normal. If the grounded surroundings above are much closer than the scan is wide, the barrier is planar. The secondary then escapes if its normal energy exceeds that barrier, $\varepsilon\cos^2\theta>V$.

For cosine emission the angular weight is $2\sin\theta\cos\theta\,d\theta$. This makes $\cos^2\theta$ uniform between 0 and 1, so the escaping fraction at energy $\varepsilon>V$ is $1-V/\varepsilon$. I take the energy distribution $6\phi^2\varepsilon/(\varepsilon+\phi)^4$ with $\phi=5.0$ eV. Setting $w=\varepsilon-V$ and $a=\phi+V$, the total escaping fraction is

$$T=6\phi^2\int_V^\infty\frac{\varepsilon-V}{(\varepsilon+\phi)^4}d\varepsilon
=6\phi^2\int_0^\infty\left[\frac{1}{(w+a)^3}-\frac{a}{(w+a)^4}\right]dw .$$

The bracket integrates to $1/(2a^2)-1/(3a^2)=1/(6a^2)$, so

$$T=\left(\frac{\phi}{\phi+V}\right)^2 .$$

Charging stops when $\eta+\delta T=1$. Solving for $V$,

$$V=\phi\left(\sqrt{\frac{\delta}{1-\eta}}-1\right). \tag{5}$$

Since $\delta\le1.80$, this cannot exceed $5.0(\sqrt2-1)=2.07$ V. At the actual landing energy, a little beyond the yield peak, it is 2.02 V.

With a distant electrode, a scan 100 µm wide does not meet the planar condition. More secondaries then escape, and $V$ settles higher. Energy conservation still requires $\varepsilon>V$. If that alone decided escape, the fraction would be $\phi^2(\phi+3V)/(\phi+V)^3$, which falls to one half at $V=\phi$. Charging needs at least half the secondaries to escape, so the surface cannot pass 5.0 V whatever the scan width.

The climb from $E_1$ reaches $E_2$ if $E_b>E_2$, because $V$ is then still negative on arrival. For my 1200 eV beam, however, starting at $E_1$ would require $67.9-1200=-1132$ V, or 11.3 MV/cm across this film. That is why I used a slower beam.

**Q.** What if I put a 67.9 eV beam on a fresh, uncharged surface?

**A.** Behind a planar barrier, $E_1$ is then unstable on one side only. For a small negative $V$, (4) applies and the potential runs away. For a small positive $V$ behind the same planar barrier, recapture adds a term to the slope of the effective yield. Since $dT/dV=-2/\phi$ at $V=0^+$,

$$\left.\frac{d(\eta+\delta T)}{dV}\right|_{0^+}
=\sigma'(E_1)-\frac{2\delta}{\phi}
=0.011-0.360<0 .$$

A positive fluctuation is therefore pulled back by a planar barrier. With a distant electrode this term is missing at first: the energy-only fraction $\phi^2(\phi+3V)/(\phi+V)^3$ has zero slope at $V=0^+$, so a small positive $V$ grows until recapture catches it near 0.1 V. A large runaway in both directions needs a surface that is already negative.

**Q.** How much of this survives in a real resist?

**A.** The parameters are rough values for a polymer film about a micrometre thick, viewed at low voltage. The value of $E_1$ is the least secure: $z=0.18$ means a range near 0.5 nm, where a power law for the range is doubtful. The direction of the instability needs only a yield that rises through one.

Leakage moves the resting point. Electrons draining to the wafer must be replaced, so $1-\sigma$ equals the ratio of leakage to beam current. For a resistivity of $10^{15}$ Ω cm,

$$\frac{220.2\ \text{V}}{(10^{15}\ \Omega\,\text{cm})(10^{-4}\ \text{cm})}
=2.2\times10^{-9}\ \text{A/cm}^2,$$

or 0.22% of the beam current. The landing energy then settles 3.5 eV above $E_2$. Each 1% of leakage adds about 16 eV in the linear estimate. The resistivity used is a low-field value, and conduction at 2.2 MV/cm, which is not modelled, can be much stronger. A conductivity ten times larger gives a shift of about 31 eV; a hundred times larger gives about 140 eV, and the surface then reaches only about $-78$ V.

Thickness is a further restriction. The final field here is 2.20 MV/cm. For the same final potential and an assumed breakdown field of 5 MV/cm, the film must be thicker than 440 nm. A resist a few tens of nanometres thick could not hold this potential. The 1200 eV electrons, with a range of 66.5 nm, would also reach its substrate.

**Q.** You placed all the charge near the surface, yet the electrons stop tens of nanometres down. Does that matter?

**A.** It can. With the wafer grounded and no field above the film, a charge at depth $x$ contributes to $V$ in proportion to $d-x$. Put the retained electrons at mean depth $R/2$ and the holes left by secondaries at mean depth $\lambda$. If neither moves,

$$\varepsilon_r\varepsilon_0\frac{dV}{dD}
=\delta(d-\lambda)-(1-\eta)\left(d-\frac R2\right)
=(\sigma-1)d+(1-\eta)\frac R2-\delta\lambda .$$

At $E_2$ the last two terms give $0.90(23.7-3.0)=18.6$ nm, which is positive, so the potential stops falling before $E$ reaches $E_2$. Solving for zero drift puts the landing energy 33 eV above $E_2$. This value depends on the assumed depth: electrons stopping at $R$ instead of $R/2$ would give about 80 eV.

But if the layers are laid down with the range and yield found at $E_2$, the peak field between them would reach 5 MV/cm after 1.94 µC/cm², taking the holes distributed as $e^{-x/\lambda}$ and the electrons spread uniformly over $R$; two sharp sheets would give 1.48 µC/cm². The values at 1200 eV give a similar dose, so this happens well before the surface settles. The charges cannot all stay put. If they rearrange into a steady profile and none leaks to the wafer, $Q$ is constant, and $dQ=(\sigma-1)\,dD$ again requires $\sigma=1$. The 33 eV is thus an estimate for frozen charge; how much of it remains during the rearrangement is outside this model. The numerical output below lists the main values.

## Table of computed values

```
Beam energy: 1200 eV
Film thickness: 1000 nm; permittivity: 3.0
Peak secondary yield: 1.80 at 250 eV
Range exponent: 1.67; backscattered yield: 0.10
Escape depth: 3.0 nm; spectrum parameter: 5.0 eV
Range / escape depth at yield peak: 1.614
Scan side: 100 um; beam current: 100 pA
Current density: 1.000 uA/cm2
Capacitance per area: 2.656 nF/cm2
First crossover E1: 67.9 eV
Second crossover E2: 979.8 eV
Total yield at beam energy: 0.8857
Yield slope at E1: 0.01130 per eV
Yield slope at E2: -0.000615 per eV
Initial charging rate: -43.0 V per uC/cm2
Final surface potential: -220.2 V
Packet count, final potential: -220.2 V
Final film field: 2.20 MV/cm
e-fold growth dose at E1: 0.235 uC/cm2
e-fold decay dose at E2: 4.32 uC/cm2
Dose to half the final potential: 3.39 uC/cm2
Packet count, dose to half: 3.39 uC/cm2
Dose to 10 eV above E2: 14.11 uC/cm2
Time to 10 eV above E2: 14.1 s
Second scan, beam energy landing at E1: 288.1 eV
Lower second beam: 283.1 eV; lands at 62.9 eV
  total yield at landing: 0.9426
  final potential: -283 V (beam reflected)
  dose until reflection: 0.58 uC/cm2
  film field: 2.83 MV/cm
Upper second beam: 293.1 eV; lands at 72.9 eV
  total yield at landing: 1.0556
  final potential: +2.02 V (packet count)
  final potential: +2.02 V (recapture formula)
  dose until V = 0: 1.18 uC/cm2
Recapture slope at E1, V = 0+: -0.360 per V
Resistivity: 1e+15 ohm cm
Leakage / beam current at E2: 0.00220
Landing-energy shift by leakage: +3.53 eV
Shift per 1% leakage (linear): 16.2 eV
Assumed breakdown field: 5.0 MV/cm
Least thickness without breakdown: 440 nm
Electron range at E2: 47.4 nm
Electron range at beam energy: 66.5 nm
Shift if charge layers never relax: +33.3 eV
Dose for breakdown between layers: 1.94 uC/cm2
Vacuum / film field flux, disc estimate: 0.67 %
```
